# Nonlinear Hall current from the Berry curvature dipole in two dimensions: test program

```python
# Nonlinear Hall current from the Berry curvature dipole (2D, relaxation time tau, charge -e).
# E(t)=Re(Ec e^{iwt}); j=Re(j0+j2 e^{2iwt}); P=e^3 tau/(2 hbar^2 (1+i w tau));
#   j2 = P (D.Ec)(Ec x z),  j0 = P (D.Ec)(Ec* x z),  D_b = int d2k/(2pi)^2 f0 d_b Omega,
# Omega = curl of i<u|grad u>.  Symmetry: D = det(R) R D, so any rotation kills D and a
# mirror puts D along its normal.  Model: H_s = s hbar w kx + hbar v(s kx sx + ky sy) + gap sz,
# valleys s=+-1, upper band; p = hbar v k in eV, tilt = w/v, gap = half gap Delta.
import numpy as np, sympy as sp
from scipy.constants import e, hbar, k as kB
from scipy.special import expit, erf
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar

v, w, gap, mu, temp, tau, om0, E0 = 5e5, 5e4, 0.050, 0.070, 50.0, 1e-12, 1e12, 100.0
tilt, hv, kT = w/v, hbar*v/e, kB*temp/e
sx = np.array([[0, 1], [1, 0]], complex); sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1., -1.]).astype(complex); s0 = np.eye(2)
ham = lambda px, py, s: s*tilt*px*s0 + s*px*sx + py*sy + gap*sz
root = lambda px, py: np.sqrt(px**2 + py**2 + gap**2)
curv = lambda px, py, s: -s*hv**2*gap/(2*root(px, py)**3)            # m^2
dcurv = lambda px, py, s, h=1e-6: hv*(curv(px+h, py, s) - curv(px-h, py, s))/(2*h)
occ = lambda px, py, s: expit((mu - root(px, py) - s*tilt*px)/kT)
upper = lambda H: np.linalg.eigh(H)[1][:, 1]

def plaquette(H, x, y, h):   # Berry phase of a counterclockwise square over its area
    u = [upper(H(x+a*h/2, y+b*h/2)) for a, b in [(-1, -1), (1, -1), (1, 1), (-1, 1)]]
    return -np.angle(np.prod([np.vdot(u[i], u[(i+1) % 4]) for i in range(4)]))/h**2
px0, py0 = 0.03, -0.02
for s in (1, -1):
    num = plaquette(lambda x, y: ham(x, y, s), px0, py0, 5e-5)*hv**2
    assert abs(num/curv(px0, py0, s) - 1) < 1e-5

# anomalous velocity from the Schroedinger equation, Gaussian field pulse, time in fs
Ep, Tp = 1e4*np.array([np.cos(0.6), np.sin(0.6)]), 500.0
path = lambda t: np.array([px0, py0]) + v*Ep*Tp*1e-15*np.sqrt(np.pi)/2*erf(-t/Tp)
sol = solve_ivp(lambda t, y: -1j*e*1e-15/hbar*(ham(*path(t), 1) @ y), (-6*Tp, 0),
                upper(ham(*path(-6*Tp), 1)), method='DOP853', rtol=1e-10, atol=1e-12)
psi = sol.y[:, -1]/np.linalg.norm(sol.y[:, -1])
v_num = np.array([w + v*np.vdot(psi, sx @ psi).real, v*np.vdot(psi, sy @ psi).real])
v_num -= np.array([w + v*px0/root(px0, py0), v*py0/root(px0, py0)])
v_an = e/hbar*curv(px0, py0, 1)*np.array([Ep[1], -Ep[0]])
assert np.linalg.norm(v_num - v_an) < 3e-3*np.linalg.norm(v_an)  # higher adiabatic orders

# dipole at zero temperature: quadrature over the exact Fermi ellipse against the expansion
xg, wg = np.polynomial.legendre.leggauss(40)
def dipole_cold(t, m):
    phi = 2*np.pi*np.arange(64)/64; total = 0.0
    for s in (1, -1):
        c = s*t*np.cos(phi)
        pf = (-m*c + np.sqrt(m*m*c*c + (1-c*c)*(m*m-gap**2)))/(1-c*c)
        p = pf[:, None]*(xg+1)/2
        g = dcurv(p*np.cos(phi)[:, None], p*np.sin(phi)[:, None], s)
        total += np.sum(g*p*wg*pf[:, None]/2)*2*np.pi/64
    return total/(2*np.pi*hv)**2
lead = lambda t, m: -3*hv*t*gap*(m*m-gap**2)/(4*np.pi*m**4)
corr = lambda t, m: t*t*(gap/m)**2*(5*(gap/m)**2-3)/(2*(1-(gap/m)**2))
for m in (0.06, 0.07, 0.10):
    assert abs((dipole_cold(0.02, m)/lead(0.02, m) - 1)/corr(0.02, m) - 1) < 0.02
opt = minimize_scalar(lambda m: 1e12*dipole_cold(0.01, m), bounds=(0.052, 0.15),
                      method='bounded', options={'xatol': 1e-8})
assert abs(opt.x/(np.sqrt(2)*gap) - 1) < 1e-3
assert abs(opt.fun*1e-12/(-3*hv*0.01/(16*np.pi*gap)) - 1) < 1e-3

# finite temperature grid: Fermi-sea form, Fermi-surface form, thermal average
ax = 0.003*np.arange(-80, 81); PX, PY = np.meshgrid(ax, ax, indexing='ij')
dk = (0.003/(2*np.pi*hv))**2; R0 = root(PX, PY)
vel = {s: (s*w + v*PX/R0, v*PY/R0) for s in (1, -1)}
Om = {s: curv(PX, PY, s) for s in (1, -1)}; f0 = {s: occ(PX, PY, s) for s in (1, -1)}
Dx = sum(np.sum(f0[s]*dcurv(PX, PY, s)) for s in (1, -1))*dk
Dsurf = [sum(np.sum(Om[s]*f0[s]*(1-f0[s])/kT*vel[s][b]*hv/v) for s in (1, -1))*dk for b in (0, 1)]
Dth = quad(lambda x: lead(tilt, x)*expit((x-mu)/kT)*expit((mu-x)/kT)/kT, gap, 0.3, points=[mu])[0]
assert abs(Dsurf[0]/Dx - 1) < 1e-6 and abs(Dsurf[1]) < 1e-9*abs(Dx)
assert abs(Dth/Dx - 1) < 1e-2      # leading order in tilt only
dens = sum(f0[s].sum() for s in (1, -1))*dk

def harmonics(Ec, om):   # exact Boltzmann solution along characteristics, all orders in E
    Ec = np.array(Ec, complex); per = 2*np.pi/om; nt = 8
    xs, ws = np.polynomial.legendre.leggauss(24); lag = per*(xs+1)/2
    wt = ws*per/2*np.exp(-lag/tau)/tau/(1-np.exp(-per/tau))
    ph = 2*np.pi*np.arange(nt)/nt; j = np.zeros((2, 2, 2, nt))  # valley, part, axis, time
    for i in range(nt):
        Et = (Ec*np.exp(1j*ph[i])).real
        for a, s in enumerate((1, -1)):
            f = np.zeros_like(PX)
            for l, q in zip(lag, wt):
                d = v*(Ec*np.exp(1j*ph[i])*(1-np.exp(-1j*om*l))/(1j*om)).real
                f += q*occ(PX+d[0], PY+d[1], s)
            j[a, 0, :, i] = [-e*np.sum(f*vel[s][b])*dk for b in (0, 1)]
            j[a, 1, :, i] = -e*e/hbar*np.sum(f*Om[s])*dk*np.array([Et[1], -Et[0]])
    return [(1 if n == 0 else 2)*np.mean(j*np.exp(-1j*n*ph), axis=-1) for n in range(3)]
pref = lambda om: e**3*tau/(2*hbar**2*(1+1j*om*tau))
def formula(Ec, om):
    Ec = np.array(Ec, complex); rot = np.array([Ec[1], -Ec[0]])
    return (pref(om)*Dx*Ec[0]*rot.conj()).real, pref(om)*Dx*Ec[0]*rot
r = E0/np.sqrt(2); res = {}
for name, Ec, om in [('x', (E0, 0), om0), ('y', (0, E0), om0), ('ccw', (r, -1j*r), om0),
                     ('cw', (r, 1j*r), om0), ('fast', (r, -1j*r), 10*om0)]:
    h = harmonics(Ec, om); res[name] = h; a0, a2 = formula(Ec, om)
    tol = 1e-3*abs(pref(om)*Dx)*E0**2
    assert np.abs(h[0].sum((0, 1)) - a0).max() < tol and np.abs(h[2].sum((0, 1)) - a2).max() < tol
tot = lambda name, n: res[name][n].sum((0, 1))
# rectified x current for the counterclockwise field Ec = E(1,-i)/sqrt2; clockwise reverses it
circ = lambda om: e**3*tau*Dx*E0**2*om*tau/(4*hbar**2*(1+(om*tau)**2))
assert abs(tot('ccw', 0)[0].real/circ(om0) - 1) < 1e-3
assert abs(tot('cw', 0)[0].real/circ(om0) + 1) < 1e-3
limit = e**3*Dx*E0**2/(4*hbar**2*10*om0)
assert abs(tot('fast', 0)[0].real/limit - 1) < 0.012      # 1/(w tau)^2 = 0.01
err = [abs(harmonics((E, 0), om0)[2].sum((0, 1))[1]/formula((E, 0), om0)[1][1] - 1) for E in (2e3, 4e3)]
assert 3.7 < err[1]/err[0] < 4.3
hx = res['x']; z = 1j*om0*tau
dr = -e*(e*tau*E0/hbar)**2/(2*(1+z)*(1+2*z))*np.sum(f0[1]*v*hv**2*(-3)*PX*(PY**2+gap**2)/R0**5)*dk
assert abs(hx[2][0, 0, 0]/dr - 1) < 1e-3 and abs(hx[2][:, 0, 0].sum()) < 1e-5*abs(dr)
assert abs(hx[1][:, 1, 1].sum()) < 1e-6*abs(hx[1][0, 1, 1])   # linear Hall current cancels
sig = e*e*tau/hbar/(1+z)*sum(np.sum(f0[s]*v*hv*(PY**2+gap**2)/R0**3) for s in (1, -1))*dk
assert abs(tot('x', 1)[0]/(sig*E0) - 1) < 1e-4

# lattice models (energy unit: hopping, length unit a0): upper-band dipole and its natural scale
def lattice_dipole(dfun, A, m, n=150, T=0.05, h=1e-5):
    B = 2*np.pi*np.linalg.inv(A).T; g = np.arange(n)/n
    k = (g[:, None, None]*B[0] + g[None, :, None]*B[1]).reshape(-1, 2)
    en = lambda d: d[0] + np.linalg.norm(d[1:], axis=0)
    d = dfun(k); pm = [(dfun(k+h*u), dfun(k-h*u)) for u in np.eye(2)]
    dd = [(p-q)[1:]/(2*h) for p, q in pm]; ve = np.array([(en(p)-en(q))/(2*h) for p, q in pm])
    om = -np.sum(d[1:]*np.cross(dd[0], dd[1], axis=0), axis=0)/(2*np.linalg.norm(d[1:], axis=0)**3)
    f = expit((m-en(d))/T); g2 = om*f*(1-f)/T*ve*abs(np.linalg.det(B))/(2*np.pi)**2
    return g2.mean(1), np.abs(g2).mean(), k, om
rotm = lambda a: np.array([[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]])
def honeycomb(t=(1, 1, 1), m=0.3, nnn=(0, 0, 0), chi=0.0, hal=0.0, R=np.eye(2)):
    de = np.array([[0, 1], [np.sqrt(3)/2, -.5], [-np.sqrt(3)/2, -.5]])
    far = np.array([rotm(2*np.pi*i/3) @ [np.sqrt(3)/2, 2.5] for i in range(3)]) @ R.T
    de = de @ R.T; a = np.array([de[1]-de[2], de[2]-de[0], de[0]-de[1]])
    def d(k):
        g = -np.exp(1j*k @ de.T) @ np.array(t, float) - chi*np.exp(1j*k @ far.T).sum(1)
        return np.array([2*np.cos(k @ a.T) @ np.array(nnn, float), g.real, -g.imag,
                         m + 2*hal*np.sin(k @ a.T).sum(1)])
    return d, a[:2]
square = lambda lam: (lambda k: np.array([0.3*np.cos(k[:, 0]) + 0.2*np.cos(k[:, 1]),
    np.cos(k[:, 0]) + lam*np.sin(k[:, 0]), np.cos(k[:, 1]), 0.5 + 0*k[:, 0]]), np.eye(2))
low = dict(nnn=(0.1, 0.03, 0), chi=0.05)
cases = [('honeycomb C3v', honeycomb(), 0.6, (0, 0)), ('honeycomb C3', honeycomb(chi=0.1), 0.6, (0, 0)),
         ('honeycomb C2, T broken', honeycomb(t=(1.2, 1, 1), m=0, nnn=(0.1, 0.03, 0), hal=0.1), 0.8, (0, 0)),
         ('square C2v, T broken', square(0.0), 1.0, (0, 0)), ('square mirror line x', square(0.4), 1.0, (0, 1)),
         ('honeycomb mirror line y', honeycomb(nnn=(0.1, 0, 0)), 0.6, (1, 0)),
         ('honeycomb C1', honeycomb(**low), 0.6, (1, 1))]
lat = []
for name, (d, A), m, allowed in cases:
    D, sc, kk, om = lattice_dipole(d, A, m); lat.append((name, D, sc)); assert sc > 1e-4
    for b in (0, 1):
        assert abs(D[b]) > 1e-4*sc if allowed[b] else abs(D[b]) < 1e-7*sc
def hlat(x, y):
    c = d(np.array([[x, y]]))[:, 0]; return c[0]*s0 + c[1]*sx + c[2]*sy + c[3]*sz
i0 = np.argmax(np.abs(om)); assert abs(plaquette(hlat, *kk[i0], 1e-3)/om[i0] - 1) < 1e-4
# the chiral model lacks the mirror; its squared energy breaks it at order chi^2 (rms 2 chi^2 sqrt3)
dc = honeycomb(chi=0.1)[0]
asym = np.abs(np.sum(dc(kk)**2, axis=0) - np.sum(dc(kk*[-1, 1])**2, axis=0)).max()
assert asym > 0.03
for R in (rotm(0.4), np.diag([1., -1.]), rotm(0.9) @ np.diag([-1., 1.])):
    DR = lattice_dipole(*honeycomb(R=R, **low), 0.6)[0]
    assert np.abs(DR - np.linalg.det(R)*R @ D).max() < 1e-6*np.abs(D).max()

al, be = sp.symbols('al be', real=True)
Rs = lambda a: sp.Matrix([[sp.cos(a), -sp.sin(a)], [sp.sin(a), sp.cos(a)]])
Ms = lambda a: Rs(a)*sp.diag(1, -1)*Rs(-a)      # reflection in the line at angle a
zero = lambda M: all(sp.simplify(sp.expand(x.rewrite(sp.exp))) == 0 for x in M)
assert zero(Ms(al)*Ms(be) - Rs(2*al-2*be)) and zero([(Rs(al)-sp.eye(2)).det() - 2 + 2*sp.cos(al)])
nv, tv = sp.Matrix([-sp.sin(al), sp.cos(al)]), sp.Matrix([sp.cos(al), sp.sin(al)])
assert zero(Ms(al).det()*Ms(al)*nv - nv) and zero(Ms(al).det()*Ms(al)*tv + tv)
assert all(sp.LeviCivita(a, 2, c) == -sp.LeviCivita(a, c) for a in (0, 1) for c in (0, 1))

cx = lambda x: f"{x.real:.4e} {x.imag:+.4e}i"
print(f"v = {v:.1e} m/s, w = {w:.1e} m/s, w/v = {tilt:.2f}")
print(f"Delta = {gap*1e3:.0f} meV, mu = {mu*1e3:.0f} meV, T = {temp:.0f} K, kT = {kT*1e3:.3f} meV")
print(f"tau = {tau:.0e} s, omega = {om0:.0e} rad/s, omega*tau = {om0*tau:.1f}, E = {E0:.0f} V/m")
print(f"hbar v = {hv:.4e} eV m, hbar w = {hv*tilt:.4e} eV m")
print(f"hbar/tau = {hbar/tau/e*1e3:.3f} meV, e E tau v = {E0*tau*v*1e3:.3f} meV")
print(f"valence hole factor exp(-(mu+Delta)/kT) = {np.exp(-(mu+gap)/kT):.1e}")
print(f"density, two valleys = {dens:.4e} m^-2")
print(f"Omega(s=+1) at k=0: {curv(0, 0, 1):.4e} m^2; at root = mu: {curv(np.sqrt(mu**2-gap**2), 0, 1):.4e} m^2")
print(f"pulse test |E| = {np.linalg.norm(Ep):.0e} V/m at p = ({px0*1e3:.0f}, {py0*1e3:.0f}) meV:")
print(f"  anomalous velocity evolved ({v_num[0]:.2f}, {v_num[1]:.2f}) m/s, formula ({v_an[0]:.2f}, {v_an[1]:.2f}) m/s")
print(f"u = {(gap/mu)**2:.4f}, D_x leading 0 K = {lead(tilt, mu):.4e} m, relative correction = {corr(tilt, mu):.5f}")
print(f"D_x corrected 0 K = {lead(tilt, mu)*(1+corr(tilt, mu)):.4e} m, exact ellipse = {dipole_cold(tilt, mu):.4e} m")
print(f"extremum (w/v = 0.01) at mu = {opt.x*1e3:.2f} meV, sqrt2 Delta = {np.sqrt(2)*gap*1e3:.2f} meV")
print(f"leading extremal D_x (w/v = {tilt:.1f}) = {lead(tilt, np.sqrt(2)*gap):.4e} m")
print(f"D_x 50 K sea = {Dx:.5e} m = {Dx*1e9:.4f} nm, surface = {Dsurf[0]:.5e} m")
print(f"D_x 50 K thermal average of leading term = {Dth:.4e} m")
print(f"e^3 tau/(2 hbar^2) = {pref(0).real:.4e} A/V^2")
print(f"chi_yxx = {cx(-pref(om0)*Dx)} A m/V^2")
print(f"E||x j0_y: exact {tot('x', 0)[1].real:.4e}, formula {formula((E0, 0), om0)[0][1]:.4e} A/m")
print(f"E||x j2_y exact   = {cx(tot('x', 2)[1])} A/m")
print(f"E||x j2_y formula = {cx(formula((E0, 0), om0)[1][1])} A/m")
print(f"|j2_y| = {abs(tot('x', 2)[1]):.4e} A/m = {abs(tot('x', 2)[1])*1e9:.2f} nA/m")
print(f"static limit j_y = {-2*pref(0).real*Dx*E0**2:.4e} A/m")
print(f"E||y max |j2| = {np.abs(tot('y', 2)).max():.1e} A/m")
print(f"sigma_xx = {cx(sig)} S, |j1_x| = {abs(sig)*E0:.4e} A/m")
print(f"|j2_y|/|j1_x| = {abs(tot('x', 2)[1])/abs(sig*E0):.3e}")
print(f"one-valley Drude |j2_x| = {abs(dr):.4e} A/m, both valleys {abs(hx[2][:, 0, 0].sum()):.1e} A/m")
print(f"one-valley linear Hall |j1_y| = {abs(hx[1][0, 1, 1]):.4e} A/m, both {abs(hx[1][:, 1, 1].sum()):.1e} A/m")
print(f"circular ccw j0 = ({tot('ccw', 0)[0].real:.4e}, {tot('ccw', 0)[1].real:.4e}) A/m")
print(f"circular cw  j0 = ({tot('cw', 0)[0].real:.4e}, {tot('cw', 0)[1].real:.4e}) A/m")
print(f"circular ccw j0_x formula = {circ(om0):.4e} A/m")
print(f"ccw, omega*tau = 10: j0_x = {tot('fast', 0)[0].real:.4e} A/m, tau-free limit {limit:.4e} A/m")
print(f"relative error of j2_y formula: {err[0]:.3e} at 2000 V/m, {err[1]:.3e} at 4000 V/m, ratio {err[1]/err[0]:.2f}")
print("lattice dipoles in units of a0 (hopping 1, kT = 0.05): D_x, D_y, scale")
for name, D, sc in lat:
    print(f"  {name}: {D[0]:+.3e}, {D[1]:+.3e}, {sc:.3e}")
print(f"chiral C3 model: max mirror asymmetry of squared energy = {asym:.3f} (hopping^2)")
print("every check passed")
```

Printed output:

```
v = 5.0e+05 m/s, w = 5.0e+04 m/s, w/v = 0.10
Delta = 50 meV, mu = 70 meV, T = 50 K, kT = 4.309 meV
tau = 1e-12 s, omega = 1e+12 rad/s, omega*tau = 1.0, E = 100 V/m
hbar v = 3.2911e-10 eV m, hbar w = 3.2911e-11 eV m
hbar/tau = 0.658 meV, e E tau v = 0.050 meV
valence hole factor exp(-(mu+Delta)/kT) = 8.0e-13
density, two valleys = 3.7139e+15 m^-2
Omega(s=+1) at k=0: -2.1662e-17 m^2; at root = mu: -7.8944e-18 m^2
pulse test |E| = 1e+04 V/m at p = (30, -20) meV:
  anomalous velocity evolved (-99.16, 145.03) m/s, formula (-99.16, 144.94) m/s
u = 0.5102, D_x leading 0 K = -3.9268e-11 m, relative correction = -0.00234
D_x corrected 0 K = -3.9176e-11 m, exact ellipse = -3.9175e-11 m
extremum (w/v = 0.01) at mu = 70.71 meV, sqrt2 Delta = 70.71 meV
leading extremal D_x (w/v = 0.1) = -3.9284e-11 m
D_x 50 K sea = -3.67341e-11 m = -0.0367 nm, surface = -3.67341e-11 m
D_x 50 K thermal average of leading term = -3.6761e-11 m
e^3 tau/(2 hbar^2) = 1.8491e-01 A/V^2
chi_yxx = 3.3962e-12 -3.3962e-12i A m/V^2
E||x j0_y: exact 3.3962e-08, formula 3.3962e-08 A/m
E||x j2_y exact   = 3.3962e-08 -3.3962e-08i A/m
E||x j2_y formula = 3.3962e-08 -3.3962e-08i A/m
|j2_y| = 4.8029e-08 A/m = 48.03 nA/m
static limit j_y = 1.3585e-07 A/m
E||y max |j2| = 1.3e-15 A/m
sigma_xx = 1.0072e-03 -1.0072e-03i S, |j1_x| = 1.4244e-01 A/m
|j2_y|/|j1_x| = 3.372e-07
one-valley Drude |j2_x| = 2.0509e-06 A/m, both valleys 2.8e-15 A/m
one-valley linear Hall |j1_y| = 5.4084e-04 A/m, both 2.2e-19 A/m
circular ccw j0 = (-1.6981e-08, 1.6981e-08) A/m
circular cw  j0 = (1.6981e-08, 1.6981e-08) A/m
circular ccw j0_x formula = -1.6981e-08 A/m
ccw, omega*tau = 10: j0_x = -3.3625e-09 A/m, tau-free limit -3.3962e-09 A/m
relative error of j2_y formula: 1.284e-04 at 2000 V/m, 5.143e-04 at 4000 V/m, ratio 4.01
lattice dipoles in units of a0 (hopping 1, kT = 0.05): D_x, D_y, scale
  honeycomb C3v: +4.840e-12, -1.783e-12, 1.067e-01
  honeycomb C3: +3.710e-12, -1.938e-12, 1.052e-01
  honeycomb C2, T broken: +1.715e-13, +2.406e-12, 1.163e-01
  square C2v, T broken: +1.057e-12, +7.428e-13, 5.909e-02
  square mirror line x: +1.052e-12, -7.612e-03, 6.560e-02
  honeycomb mirror line y: -3.477e-02, -1.298e-12, 8.511e-02
  honeycomb C1: -2.753e-02, +8.544e-03, 7.820e-02
chiral C3 model: max mirror asymmetry of squared energy = 0.077 (hopping^2)
every check passed
```
